# The Empty-Core Potential and the Equilibrium Density of Sodium

## Problem

In Ashcroft's empty-core model, a valence electron at distance $r$ from an ion of valence $Z$ has the potential energy

$$
v(r)=\begin{cases}0, & r<r_c\\ -Z/r, & r>r_c\end{cases}
$$

in Hartree atomic units (lengths in bohr, energies in hartree). Let $\Omega$ be the crystal volume per ion, and let $r_s$ be the radius of a sphere whose volume is the volume per valence electron.

1. Find the form factor $v(q)=\frac1\Omega\int v(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r$ for $q>0$.
2. Find what remains of $v(q)$ as $q\to0$ once the Coulomb divergence $-4\pi Z/(\Omega q^2)$ is removed.
3. For $Z=1$ and a uniform electron density, show that the divergent $\mathbf G=0$ terms of the crystal energy cancel, and find what the remainder adds to the energy per electron.
4. Write the energy per electron to first order in $v$, and show that it has one minimum as a function of $r_s$.
5. Calculate $r_s$ for bcc sodium. Fix $r_c$ by requiring that one electron bound to one ion have the energy $-I$, where $I=0.18696$ hartree is the ionization energy of the free atom. This $I$ is a difference of total energies from all-electron unrestricted second-order Møller–Plesset theory in the def2-QZVPP basis.

## Solution

### 1. The form factor

With $s$ the cosine of the angle between $\mathbf q$ and $\mathbf r$, the angular integral is

$$
2\pi\int_{-1}^{1}e^{-iqrs}\,ds=\frac{4\pi\sin(qr)}{qr}.
$$

Multiplying by $r^2v(r)=-Zr$ outside the core leaves an integral of $\sin(qr)$ to infinity, which oscillates without converging. The Coulomb tail is therefore given a factor $e^{-\mu r}$, and $\mu$ is sent to zero at fixed $q>0$:

$$
v(q)=-\frac{4\pi Z}{\Omega q}\lim_{\mu\to0^+}\int_{r_c}^{\infty}e^{-\mu r}\sin(qr)\,dr .
$$

The integral is the imaginary part of

$$
\int_{r_c}^\infty e^{-(\mu-iq)r}dr=\frac{e^{-(\mu-iq)r_c}}{\mu-iq}
=e^{-\mu r_c}\,\frac{(\mu+iq)(\cos qr_c+i\sin qr_c)}{\mu^2+q^2},
$$

which is $e^{-\mu r_c}(q\cos qr_c+\mu\sin qr_c)/(\mu^2+q^2)$. Its limit is $\cos(qr_c)/q$, so

$$
\boxed{v(q)=-\frac{4\pi Z\cos(qr_c)}{\Omega q^2}}
$$

For $r_c=0$ this is the bare Coulomb result. For $r_c>0$ it first vanishes at $q=\pi/(2r_c)$ and is repulsive just beyond.

### 2. The finite remainder

Since $\cos x=1-x^2/2+O(x^4)$,

$$
v(q)=-\frac{4\pi Z}{\Omega q^2}+\frac{2\pi Zr_c^2}{\Omega}+O(q^2).
$$

The remainder is $2\pi Zr_c^2/\Omega$. It is not the value of $v$ at $q=0$, because $v(q)$ itself diverges there.

Its meaning is clearest in real space. The difference between $v(r)$ and the bare potential $-Z/r$ is $+Z/r$ inside the core and zero outside. Its cell average is

$$
\frac1\Omega\int_0^{r_c}\frac Zr\,4\pi r^2dr=\frac{2\pi Zr_c^2}{\Omega}.
$$

The remainder is thus the attraction that an electron loses because the core is empty of potential.

### 3. Cancellation at $\mathbf G=0$

Take $Z=1$ and let the ions repel as point charges. The electron density is $n=1/\Omega$. To keep every term finite, replace $1/r$ in all interactions by $g(r)=e^{-\varepsilon r^2}/r$ and let $\varepsilon\to0$ at the end. Per ion, and so per electron, the classical electrostatic terms are:

- ion–ion: $\tfrac12\sum_{\mathbf R\ne0}g(R)$, with $\mathbf R$ the lattice vectors;
- electron–electron: $\tfrac12n\int g\,d^3r$;
- electron–ion: $-n\int_{r>r_c}g\,d^3r=-n\int g\,d^3r+n\int_{r<r_c}g\,d^3r$.

The factors $\tfrac12$ prevent double counting of pairs. The sum is

$$
\left[\frac12\sum_{\mathbf R\neq0}g(R)-\frac n2\int g\,d^3r\right]+n\int_{r<r_c}g\,d^3r .
$$

Here $\int g\,d^3r=2\pi/\varepsilon$ diverges, but the bracket does not. To see this, consider the potential $\phi(\mathbf r)=\sum_{\mathbf R}g(|\mathbf r-\mathbf R|)-n\int g\,d^3r$. Its Fourier coefficients are $n\hat g(G)$ for $\mathbf G\ne0$, where $\hat g$ is the Fourier transform of $g$, and they tend to $4\pi n/G^2$. The coefficient at $\mathbf G=0$ is removed by the subtraction. The bracket is half of $\phi-g$ at the origin, which is the finite energy of point ions in a uniform neutralizing background. All lengths in that system scale with $r_s$, so this energy has the form $-M/r_s$.

The last term tends to $2\pi nr_c^2$. With $n=3/(4\pi r_s^3)$ it becomes

$$
2\pi r_c^2\,\frac{3}{4\pi r_s^3}=\frac{3r_c^2}{2r_s^3}.
$$

This energy is positive and grows on compression.

The number $M$ follows from Ewald's splitting $1/r=\mathrm{erfc}(\eta r)/r+\mathrm{erf}(\eta r)/r$. The first part is summed over the lattice, and its background contributes $-n\int\mathrm{erfc}(\eta r)/r\,d^3r=-\pi n/\eta^2$. The second part is the potential of a Gaussian charge, with transform $4\pi e^{-G^2/4\eta^2}/G^2$. It is summed over $\mathbf G\neq0$, and the ion's own contribution at the origin, $2\eta/\sqrt\pi$, is subtracted:

$$
-\frac M{r_s}=\frac12\left[\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}R+4\pi n\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi n}{\eta^2}\right].
$$

For the bcc lattice the sums give $M=0.895929$ hartree bohr.

### 4. The energy and its minimum

The energy to first order in $v$ is the expectation value of $v$ in the unperturbed state, so it is evaluated with the uniform density of the free gas. The density itself changes at first order in $v$, but that change affects the energy only at second order. The components $v(\mathbf G\neq0)$ then average to zero, and the ions enter through the terms of part 3 alone. The kinetic, exchange and correlation energies of the gas remain to be added.

**Kinetic energy.** Filling the Fermi sphere with two spins gives $n=k_F^3/(3\pi^2)$. With $n=3/(4\pi r_s^3)$ this means $k_F=(9\pi/4)^{1/3}/r_s$. The mean kinetic energy is

$$
\frac{\int_0^{k_F}\frac12k^4dk}{\int_0^{k_F}k^2dk}=\frac{k_F^5/10}{k_F^3/3}=\frac{3k_F^2}{10}=\frac A{r_s^2},\qquad A=1.10495 .
$$

**Exchange.** For plane waves in a volume $V$, each pair of states with equal spin contributes $-4\pi/(V|\mathbf k-\mathbf k'|^2)$. The factor $\tfrac12$ for pairs cancels the factor 2 for spin, so the exchange energy per volume is

$$
e_x=-\int\!\!\int\frac{d^3k\,d^3k'}{(2\pi)^6}\frac{4\pi}{|\mathbf k-\mathbf k'|^2}
=-\frac1{2\pi^3}\int_0^{k_F}\!\!\int_0^{k_F}kk'\ln\left|\frac{k+k'}{k-k'}\right|dk\,dk'.
$$

The second form uses the angular integral $\int d\Omega_{k'}|\mathbf k-\mathbf k'|^{-2}=\frac{2\pi}{kk'}\ln\left|\frac{k+k'}{k-k'}\right|$ and the prefactor $4\pi\cdot4\pi\cdot2\pi/(2\pi)^6=1/(2\pi^3)$. By symmetry the double integral is twice its part with $k'<k$. Setting $k=k_Fx$ and $k'=k_Fxt$ gives

$$
2k_F^4\int_0^1x^3dx\int_0^1t\ln\frac{1+t}{1-t}\,dt=2k_F^4\cdot\frac14\cdot1=\frac{k_F^4}2 .
$$

The $t$ integral is done by parts with $(t^2-1)/2$ as the antiderivative of $t$. The boundary terms vanish and the integrand becomes 1. Hence $e_x=-k_F^4/(4\pi^3)$, and division by $n$ gives

$$
\frac{e_x}{n}=-\frac{3k_F}{4\pi}=-\frac X{r_s},\qquad X=0.45817 .
$$

**Correlation.** No exact closed formula is used here. The Chachiyo approximation is

$$
\epsilon_c=a\ln\left(1+\frac b{r_s}+\frac b{r_s^2}\right),\qquad a=\frac{\ln2-1}{2\pi^2}=-0.0155453,\quad b=20.4562557 .
$$

Differentiating, and multiplying numerator and denominator by $r_s^3$, gives

$$
\epsilon_c'=\frac{|a|\,b\,(r_s+2)}{r_s(r_s^2+br_s+b)}>0 .
$$

With $B=X+M=1.35409$, the energy per electron is

$$
E(r_s)=\frac A{r_s^2}-\frac B{r_s}+\frac{3r_c^2}{2r_s^3}+\epsilon_c(r_s).
$$

Setting $E'=-2A/r_s^3+B/r_s^2-9r_c^2/(2r_s^4)+\epsilon_c'$ to zero and multiplying by $r_s^4$ gives

$$
\beta r_s^2-2Ar_s-\tfrac92r_c^2=0,\qquad \beta=B+r_s^2\epsilon_c'(r_s).
$$

The positive root of this quadratic is

$$
\boxed{r_s=\frac{A+\sqrt{A^2+\frac92\beta r_c^2}}{\beta}}
$$

Because $\beta$ depends on $r_s$, the formula is iterated, starting from $\beta=B$ (no correlation).

There is one minimum. Multiplying $E'$ by $r_s^3$ gives

$$
r_s^3E'=Br_s-2A-\frac{9r_c^2}{2r_s}+|a|b\,\frac{r_s^2(r_s+2)}{r_s^2+br_s+b}.
$$

The first and third terms increase with $r_s$. So does the last, being the product of $r_s+2$ and $1/(1+b/r_s+b/r_s^2)$. For $r_c>0$ the whole expression rises from $-\infty$ to $+\infty$. Thus $E'$ changes sign once, from negative to positive, and the root is the global minimum.

### 5. Sodium

**The core radius.** Write the s wave function as $u(r)/r$, with energy $-I$ and $\kappa=\sqrt{2I}=0.6115$. Then

$$
u''=\kappa^2u\quad(r<r_c),\qquad u''=\left(\kappa^2-\frac2r\right)u\quad(r>r_c).
$$

Inside, $u\propto\sinh\kappa r$, since $u(0)=0$. Outside, $u$ must decay. Smooth joining at the right energy fixes $r_c$. The radial equation was diagonalized on a finite-difference grid, and $r_c$ was varied until the lowest level lay at $-I$. The result is $r_c=1.8888$ bohr. No property of the solid has been used.

**The density.** Now $\frac92r_c^2=16.054$. Without correlation,

$$
r_s=\frac{1.10495+\sqrt{1.2209+1.35409\times16.054}}{1.35409}=4.355 .
$$

At this $r_s$ the correlation slope gives $r_s^2\epsilon_c'=0.0685$, so $\beta=1.4226$ and

$$
r_s=\frac{1.10495+\sqrt{1.2209+1.4226\times16.054}}{1.4226}=4.225 .
$$

The next iterates are 4.2273 and 4.2272. The result is

$$
\boxed{r_s\approx4.23\ \text{bohr}=2.24\ \text{Å}}
$$

A bcc cube of edge $a_0$ holds two electrons, so $a_0^3=\frac{8\pi}3r_s^3$ and $a_0=8.59$ bohr, or 4.54 Å.

**What balances what.** The terms at the minimum, in hartree per electron, are:

| Term | Energy |
|---|---:|
| Kinetic | 0.0618 |
| Exchange | −0.1084 |
| Correlation | −0.0302 |
| Lattice | −0.2119 |
| $\mathbf G=0$ remainder | 0.0708 |
| Total | −0.2179 |

The remainder exceeds the kinetic energy and rises faster on compression. With $r_c=0$ the same equation gives $r_s=1.59$ bohr. In this model, then, the lost core attraction, and not the kinetic energy alone, keeps sodium dilute.

The cancellation of part 3 can be seen in numbers. At $\varepsilon=0.02/a_0^2$ the ion–ion, electron–electron and electron–ion terms are 36.3805, 36.5922 and −73.1135 hartree. Their sum is only −0.1409. Extrapolated linearly to $\varepsilon=0$ from this value of $\varepsilon$ and its double, the sum is −0.1411, which equals the lattice energy plus the remainder.

**How far to trust the result.** The measured $r_s$ of sodium is roughly 3.9 bohr at low temperature, so the model value is about 8% too large (against the room-temperature value of about 4.0 bohr, about 6%). Changing $r_c$ by $\pm0.1$ bohr moves $r_s$ by $\pm0.17$ bohr, so the answer is sensitive to $r_c$. Such a shift no longer reproduces $I$, however. When the fit to $I$ is kept, wider cores change the first-order result little: a constant attractive potential inside radii of 2.2 to 3.4 bohr, with the depth fitted to the same $I$, gives $r_s$ between 4.19 and 4.27 bohr. Narrower cores must be repulsive to fit $I$, and they change more: radii of 1.7 and 1.5 bohr give 4.32 and 4.56 bohr. The choice of correlation formula matters little: the Perdew–Wang form gives 4.22 bohr.

Several approximations could contribute to the discrepancy. One is the input $I$, which is itself an approximate computed value: the unrestricted Hartree–Fock difference is 0.18199 hartree, against 0.18696 with second-order correlation. The latter also depends on the basis: def2-TZVPP gives 0.18631 and cc-pCVTZ 0.18641 hartree, which raises $r_c$ by about 0.01 bohr and $r_s$ to 4.24 bohr, while the larger cc-pCVQZ basis gives 0.18721 hartree and $r_s=4.22$ bohr. The value is still rising with the basis: extrapolating the correlation part from cc-pCVTZ and cc-pCVQZ gives about 0.1878 hartree and $r_s\approx4.21$ bohr. The last digit of 4.23 is therefore uncertain by about two units from the basis alone. Widening the empty core removes attraction and raises the atomic level, so an $I$ that is too small gives too large an $r_c$, and hence too large an $r_s$. The effect is small: the measured $I$ of 5.139 eV (0.1889 hartree) gives $r_c=1.860$ bohr and $r_s=4.18$ bohr, which closes only about 0.05 of the 0.3 bohr gap. Another is the use of a single local potential, fitted to one atomic level, for all electrons in the metal. A third is the neglect of the density's response to $v(\mathbf G\neq0)$, which is linear in $v$ and enters the energy at second order.

The form factor gives the components that drive that response. Its first zero lies at $\pi/(2r_c)=0.832$ bohr$^{-1}$, and the shortest reciprocal lattice vector has length $2\pi\sqrt2/a_0=1.035$ bohr$^{-1}$. There $v=+0.0139$ hartree, whereas a bare Coulomb ion would give −0.0371 hartree. The empty core has reversed the sign of this component and reduced its magnitude by more than half. It is not zero, however, and the next components are hardly reduced: at $G=1.464$ and $1.793$ bohr$^{-1}$, $v=+0.0172$ and $+0.0120$ hartree, against bare values of −0.0185 and −0.0124. With the Lindhard response of the free gas, the shortest vectors carry only about half of the second-order energy $\tfrac12\Omega\sum_{\mathbf G\ne0}v(G)^2\chi(G)$, where $\chi<0$ is the density response function. This energy is about −0.01 hartree per electron and becomes more negative on compression. Added to $E(r_s)$, it moves the minimum to 3.86 bohr when $\chi$ is screened by the Hartree term alone, and to 3.79 bohr when the local-density exchange-correlation kernel is included as well. This second-order shift is larger than the whole discrepancy, so the first-order value is not stable against the next order. Second order is not the last word either: a self-consistent local-density calculation in plane waves with the same potential, filling the free Fermi sphere, lowers the energy at $r_s=4.23$ bohr by about 0.008 hartree instead of 0.011 and has its minimum near 3.9 bohr. That closeness to the measured value should not be read as accuracy, because beyond first order the shape of the core matters more: with the Hartree-screened second-order term, the constant-potential cores fitted to the same $I$ give 4.02 to 4.24 bohr for radii of 2.2 to 3.4 bohr and 3.68 bohr for a radius of 1.7 bohr. An orbital-free calculation that lets the density relax would include this response only as accurately as its kinetic functional reproduces it.
